\section*{Adsorption of an atom in slit, cylindrical and spherical pores}

\section{Problem}

An atom is attracted to every atom of a solid by the dispersion energy $-C_6/r^6$. The solid has uniform number density $n$ and fills all space outside an empty pore. The pore is a slit of half-width $R$, an infinitely long circular cylinder of radius $R$, or a sphere of radius $R$. The atom is displaced by $a$ from the mid-plane, axis or centre, so its gap to the nearest wall is $d=R-a$.

\begin{enumerate}
\item By what factor does the dispersion energy exceed that at a flat wall with the same gap $d$?
\item A repulsion now fixes the gap: each pair interacts through $4\varepsilon[(\sigma/r)^{12}-(\sigma/r)^6]$, so that $C_6=4\varepsilon\sigma^6$. By what factor can the depth of the adsorption well exceed that at a flat wall?
\end{enumerate}

The two questions have different answers for a curved pore, because it generally enhances the repulsion and the attraction by different factors. Pair energies are added without screening by the rest of the solid and without retardation, and the solid is a continuum. Energies are zero when the atom is far from all matter. ``Adsorption energy'' means the depth of the classical potential minimum, without zero-point or thermal motion.

We write $I_p=\int r^{-p}\,dV$ for the integral over the solid, with $r$ measured from the atom. The dispersion energy is $-nC_6I_6$, and the full energy is
\begin{equation}
U=4\varepsilon n\left(\sigma^{12}I_{12}-\sigma^6I_6\right).
\label{eq:U}
\end{equation}

\section{First estimate by scaling}

\subsection{Narrow pores: counting walls}

For an atom at the centre, $R$ is the only length in $I_6$. Since $dV/r^6$ has the dimension of length$^{-3}$, $I_6\propto R^{-3}$ for every shape, as for a flat wall at gap $R$. The enhancement is therefore a pure number.

To guess it, replace the round pore by a box with flat faces at distance $R$. A slit has two faces, a square channel four and a cube six. If each face acts as a complete flat wall, the factors are
\begin{equation}
2,\qquad 4,\qquad 6 .
\label{eq:count}
\end{equation}
This count multiplies attraction and repulsion alike, so it predicts the same factors for the well depth. It has two faults for the curved pores: solid behind an edge of the box is counted more than once, and solid between the round pore and the box is omitted.

\subsection{Wide pores: a slightly bent wall}

When $d\ll R$, the atom sees a nearly flat wall. Let $\kappa_1,\kappa_2$ be the principal curvatures of the wall, positive when it bends towards the atom. At lateral position $(x,y)$ the solid gains a layer of thickness $(\kappa_1x^2+\kappa_2y^2)/2$ over the tangent plane. To first order this layer lies at distance $\sqrt{d^2+\rho^2}$, with $\rho^2=x^2+y^2$. The angular averages of $x^2$ and $y^2$ are both $\rho^2/2$. With $\kappa=\kappa_1+\kappa_2$ and $w=d^2+\rho^2$,
\begin{align}
\delta I_p&=\frac{\kappa}{4}\int_0^\infty\frac{2\pi\rho^3\,d\rho}{(d^2+\rho^2)^{p/2}}
=\frac{\pi\kappa}{4}\int_{d^2}^\infty\frac{w-d^2}{w^{p/2}}\,dw,\\
\delta I_6&=\frac{\pi\kappa}{4}\left(\frac1{d^2}-\frac1{2d^2}\right)=\frac{\pi\kappa}{8d^2},\qquad
\delta I_{12}=\frac{\pi\kappa}{4}\left(\frac1{4d^8}-\frac1{5d^8}\right)=\frac{\pi\kappa}{80d^8}.
\label{eq:curv}
\end{align}
The flat-wall values, derived below, are $\pi/(6d^3)$ and $\pi/(45d^9)$. The relative gains are thus $\tfrac34\kappa d$ in attraction and $\tfrac9{16}\kappa d$ in repulsion. A cylinder has $\kappa=1/R$ and a sphere $\kappa=2/R$, so their dispersion factors begin as $1+\tfrac34d/R$ and $1+\tfrac32d/R$. A slit has no linear term.

\section{Exact solution: dispersion at a given gap}

\subsection{Reduction to directions}

Use polar coordinates centred on the atom. The pore is convex, so a ray in direction $\Omega$ enters the solid once, at distance $L(\Omega)$, and stays there. For $p>3$,
\begin{equation}
I_p=\int d\Omega\int_L^\infty r^{2-p}\,dr=\frac1{p-3}\int\frac{d\Omega}{L^{p-3}} .
\label{eq:ray}
\end{equation}
A ray that never meets the solid has $L=\infty$ and contributes nothing.

For a flat wall, $L=d/\cos\theta$ in the half-space of directions towards it. With $\mu=\cos\theta$,
\begin{equation}
I_p^{\rm flat}=\frac{2\pi}{(p-3)d^{p-3}}\int_0^1\mu^{p-3}d\mu
=\frac{2\pi}{(p-3)(p-2)d^{p-3}},
\end{equation}
which gives $I_6^{\rm flat}=\pi/(6d^3)$ and $I_{12}^{\rm flat}=\pi/(45d^9)$.

\subsection{Slit}

The walls are at distances $R-a$ and $R+a$. With $k=a/R$, division of their sum by the nearer wall's contribution gives
\begin{equation}
f_{\rm slit}=1+\left(\frac{1-k}{1+k}\right)^3 .
\end{equation}

\subsection{The chord of a circle}

For the curved pores, consider a plane through the centre in which the wall is a circle. The atom is at $(a,0)$, and a ray at angle $\varphi$ meets the wall at distance $\ell$:
\begin{equation}
(a+\ell\cos\varphi)^2+\ell^2\sin^2\varphi=R^2
\;\Rightarrow\;
\ell=-a\cos\varphi+\sqrt{R^2-a^2\sin^2\varphi}.
\end{equation}
The positive root is taken because $\ell$ is a distance. Multiplying numerator and denominator of $1/\ell$ by the conjugate expression, and setting $s=\sqrt{1-k^2\sin^2\varphi}$, we find
\begin{equation}
\frac1\ell=\frac{s+k\cos\varphi}{R(1-k^2)} .
\end{equation}
The cube of the numerator is $s^3+3s^2k\cos\varphi+3sk^2\cos^2\varphi+k^3\cos^3\varphi$. Under $\varphi\to\pi-\varphi$, $s$ is unchanged and $\cos\varphi$ changes sign, so the odd powers integrate to zero. In the even part, $k^2\cos^2\varphi=s^2-(1-k^2)$. Hence, under the integral,
\begin{equation}
\frac1{\ell^3}\;\to\;\frac{4s^3-3(1-k^2)s}{R^3(1-k^2)^3}.
\label{eq:cube}
\end{equation}

\subsection{Sphere}

Here $L=\ell$, with $\varphi$ the polar angle from the line through centre and atom. Put $\mu=\cos\varphi$, so that $d\Omega=2\pi\,d\mu$ after the azimuthal integration and $s^2=1-k^2+k^2\mu^2$. Since $ds/d\mu=k^2\mu/s$,
\begin{equation}
\frac{d}{d\mu}(\mu s^3)=s^3+3sk^2\mu^2=s^3+3s\left[s^2-(1-k^2)\right]=4s^3-3(1-k^2)s .
\end{equation}
The numerator of \eqref{eq:cube} is therefore a total derivative. At $\mu=\pm1$, $s=1$, so its integral is $1-(-1)=2$, and
\begin{equation}
I_6=\frac{2\pi}{3}\,\frac{2}{R^3(1-k^2)^3}=\frac{4\pi}{3R^3(1-k^2)^3}.
\end{equation}
Dividing by $\pi/[6R^3(1-k)^3]$ gives
\begin{equation}
f_{\rm sphere}=\frac{8}{(1+k)^3}.
\end{equation}

\subsection{Cylinder}

Let $\theta$ be the angle between the ray and the axis. The projection of the ray on the cross-section has length $\ell(\varphi)$, so $L=\ell/\sin\theta$. Equation \eqref{eq:ray} separates:
\begin{equation}
I_p=\frac{J_{p-2}}{p-3}\int_0^{2\pi}\frac{d\varphi}{\ell^{p-3}},\qquad J_m=\int_0^\pi\sin^m\theta\,d\theta .
\label{eq:cyl}
\end{equation}
Integration by parts gives $J_m=(m-1)(J_{m-2}-J_m)$, or $J_m=\frac{m-1}{m}J_{m-2}$. From $J_0=\pi$ follow $J_4=3\pi/8$ and $J_{10}=63\pi/256$.

The planar integral needs the complete elliptic integrals
\begin{equation}
K(k)=\int_0^{\pi/2}\frac{d\varphi}{s},\qquad E(k)=\int_0^{\pi/2}s\,d\varphi,
\end{equation}
and the integral of $s^3$. To obtain the latter, use $ds/d\varphi=-k^2\sin\varphi\cos\varphi/s$:
\begin{equation}
\frac{d}{d\varphi}(s\sin\varphi\cos\varphi)
=\frac{1-2(1+k^2)\sin^2\varphi+3k^2\sin^4\varphi}{s}.
\end{equation}
Multiply by $k^2$ and substitute $k^2\sin^2\varphi=1-s^2$. The right side becomes $(1-k^2)/s-2(2-k^2)s+3s^3$. The left side integrates to zero between $0$ and $\pi/2$, so
\begin{equation}
\int_0^{\pi/2}s^3d\varphi=\frac{2(2-k^2)E-(1-k^2)K}{3}.
\end{equation}
The full circle contains four equal quarters. The integral of the numerator in \eqref{eq:cube} is then
\begin{align}
&4\left\{\tfrac43\left[2(2-k^2)E-(1-k^2)K\right]-3(1-k^2)E\right\}\nonumber\\
&\qquad=\tfrac43\left[(7+k^2)E-4(1-k^2)K\right].
\end{align}
The prefactor in \eqref{eq:cyl} is $J_4/3=\pi/8$. Its product with $4/3$ is $\pi/6$, which cancels against the flat-wall coefficient, leaving
\begin{equation}
f_{\rm cyl}=\frac{(7+k^2)E(k)-4(1-k^2)K(k)}{(1+k)^3}.
\end{equation}

\subsection{Values}

At the centre $k=0$ and $E=K=\pi/2$. The factors are $2$, $3\pi/2\approx4.71$ and $8$. Away from the centre:

\begin{center}
\begin{tabular}{cccc}
$d/R$ & slit & cylinder & sphere\\
0.10 & 1.0001 & 1.0815 & 1.1664\\
0.25 & 1.0029 & 1.2365 & 1.4927\\
0.50 & 1.0370 & 1.6539 & 2.3704\\
1.00 & 2.0000 & 4.7124 & 8.0000
\end{tabular}
\end{center}

At $d/R=0.10$ the bent-wall estimate gives $1.075$ and $1.150$ for the curved pores, close to the exact values. For the slit, $k=1-d/R$ gives $f=1+(d/R)^3/(2-d/R)^3\approx1+(d/R)^3/8$: the far wall matters little unless the atom is near the middle.

\section{Exact solution: depth of the adsorption well}

\subsection{Atom at the centre}

Write $I_6=B/R^3$ and $I_{12}=A/R^9$. For a flat wall, with $R$ read as the gap, $B=\pi/6$ and $A=\pi/45$; a slit doubles both. For the cylinder, \eqref{eq:cyl} with $\ell=R$ gives
\begin{equation}
B=\frac{J_4}{3}\,2\pi=\frac{\pi^2}{4},\qquad A=\frac{J_{10}}{9}\,2\pi=\frac{7\pi^2}{128}.
\end{equation}
For the sphere, \eqref{eq:ray} with $L=R$ gives $B=4\pi/3$ and $A=4\pi/9$. Relative to the flat wall, the repulsion grows by $2$, $315\pi/128\approx7.73$ and $20$. At the centre of the curved pores it grows more than the attraction. Off centre, at equal gap, the order reverses beyond $k\approx0.13$ in the cylinder and $k\approx0.29$ in the sphere, in line with the bent-wall gains $\tfrac9{16}\kappa d<\tfrac34\kappa d$.

Equation \eqref{eq:U} becomes
\begin{equation}
U(R)=4\varepsilon n\left(\frac{A\sigma^{12}}{R^9}-\frac{B\sigma^6}{R^3}\right).
\end{equation}
Setting $dU/dR=0$ gives $R_*^6=3A\sigma^6/B$. At this size the repulsive term is one third of the attractive one, so the depth $D=-U(R_*)$ is
\begin{equation}
D=\frac{8}{3}\frac{\varepsilon nB\sigma^6}{R_*^3}
=\frac{8}{3\sqrt3}\,\varepsilon n\sigma^3\frac{B^{3/2}}{A^{1/2}} .
\label{eq:D}
\end{equation}
For the flat wall, $R_*$ is the equilibrium gap $d_0=(2/5)^{1/6}\sigma$, and $D_{\rm flat}=(2\sqrt{10}\,\pi/9)\,\varepsilon n\sigma^3$. If a pore multiplies $B$ by $b$ and $A$ by $\alpha$, its best depth grows by $b^{3/2}/\alpha^{1/2}$:
\begin{align}
\text{slit:}\quad&\sqrt{2^3/2}=2,\\
\text{cylinder:}\quad&\sqrt{\frac{27\pi^3}{8}\,\frac{128}{315\pi}}=\pi\sqrt{\frac{48}{35}}\approx3.68,\\
\text{sphere:}\quad&\sqrt{\frac{8^3}{20}}=\frac{16}{\sqrt{10}}\approx5.06 .
\end{align}

\subsection{Why no other position or size does better}

Inserting \eqref{eq:ray} in \eqref{eq:U} gives
\begin{equation}
U=4\varepsilon n\int d\Omega\,g(L),\qquad g(L)=\frac{\sigma^{12}}{9L^9}-\frac{\sigma^6}{3L^3}.
\end{equation}
The derivative $g'=\sigma^6/L^4-\sigma^{12}/L^{10}$ is negative for $L<\sigma$ and positive for $L>\sigma$. Each direction therefore contributes least energy at $L=\sigma$. A sphere of radius $\sigma$ with the atom at its centre achieves this in every direction. Within this model, no convex pore binds more strongly. The solid then fills precisely the region where the pair energy is negative.

For a straight channel, the same argument applies to each $\varphi$ after integration over $\theta$. The contribution of each $\varphi$ has a single minimum in $\ell$, which a centred circular cylinder reaches for all $\varphi$. In a slit, each wall contributes at most $D_{\rm flat}$ of binding, and both do so when $R=d_0$. The three factors are thus maxima over pore size and atom position.

The optimum is narrow on the small side. The central energy vanishes when $R^6=A\sigma^6/B=R_*^6/3$, or $R=3^{-1/6}R_*\approx0.83R_*$, for all three shapes.

\subsection{Worked example}

Take the round model parameters $\varepsilon=5$ meV, $\sigma=0.30$ nm and $n=100$ nm$^{-3}$. The energy unit is $\varepsilon n\sigma^3=5\times100\times0.027=13.5$ meV. At the flat wall, $d_0=0.2575$ nm and $D_{\rm flat}=29.8$ meV (2.88 kJ/mol), made up of $-44.7$ meV attraction and $+14.9$ meV repulsion. The best pores are:

\begin{center}
\begin{tabular}{lccc}
pore & $R_*$ (nm) & depth (meV) & depth (kJ/mol)\\
slit & 0.258 & 59.6 & 5.75\\
cylinder & 0.280 & 109.6 & 10.58\\
sphere & 0.300 & 150.8 & 14.55
\end{tabular}
\end{center}

Suppose instead that the sphere has $R=d_0$, so that the atom keeps its flat-wall gap. The attraction is $8\times44.7\approx358$ meV, but the repulsion is $20\times14.9\approx298$ meV. The net binding of about $60$ meV is only twice that of the flat wall. This radius is already close to $0.250$ nm, where the central energy vanishes. A factor of 8 in dispersion is therefore not a factor of 8 in adsorption energy.

In a pore only slightly wider than $R_*$ the atom stays at the centre. In the slit this lasts while the flat-wall energy has positive curvature, $90A\sigma^{12}/R^{11}>12B\sigma^6/R^5$ with the flat-wall $A$ and $B$, that is up to $R=\sigma$. In the wider pores tabulated here the atom sits off centre, near the wall. The well depths relative to the flat wall are:

\begin{center}
\begin{tabular}{cccc}
$R$ (nm) & slit & cylinder & sphere\\
0.4 & 1.16 & 2.23 & 3.40\\
0.6 & 1.03 & 1.58 & 2.18\\
1.2 & 1.00 & 1.22 & 1.46
\end{tabular}
\end{center}

\section{Comparison of estimate and exact solution}

\begin{center}
\begin{tabular}{lccc}
 & slit & cylinder & sphere\\
wall count & 2 & 4 & 6\\
dispersion, atom at centre & 2 & 4.71 & 8\\
greatest well depth & 2 & 3.68 & 5.06
\end{tabular}
\end{center}

For the slit the count is exact, because its walls do not overlap. For dispersion alone it is too low by 15\% of the exact value in the cylinder and 25\% in the sphere. The omitted solid between round pore and box outweighs the double counting behind the edges.

For the well depth the count is too high, by 9\% and 19\% of the exact values. The cube shows the double counting by itself. Put its six faces at $d_0$ from the atom: the count gives $6D_{\rm flat}$. The solid counted more than once lies at least $\sqrt2\,d_0\approx1.21\sigma$ away, where the pair energy is negative, so correcting the count weakens the binding. The computed optimum for an atom at the centre of a cube is $4.33D_{\rm flat}$, below the spherical limit of $5.06D_{\rm flat}$.

The bent-wall estimate also extends to the well depth. To first order in $\kappa$, the change in depth can be evaluated at the unperturbed minimum, where the energy is stationary. Attraction and repulsion there are $\tfrac32D_{\rm flat}$ and $\tfrac12D_{\rm flat}$ in magnitude, so \eqref{eq:curv} gives
\begin{equation}
\frac{D}{D_{\rm flat}}\approx1+\left(\frac32\cdot\frac34-\frac12\cdot\frac9{16}\right)\kappa d_0
=1+\frac{27}{32}\,\kappa d_0 .
\end{equation}
At $R=1.2$ nm, $d_0/R=0.215$, and the estimates are $1.18$ for the cylinder and $1.36$ for the sphere. The exact model values are $1.22$ and $1.46$; the first-order term captures most of the enhancement but not all of it.

These factors belong to the additive continuum model. In the example the mean atomic spacing, $n^{-1/3}\approx0.22$ nm, is comparable with the gap, so the atomic structure of a wall alters the energies strongly. For a simple cubic lattice with the same $n$, $\varepsilon$ and $\sigma$, the well at a flat (100) face is about $50$ meV deep instead of $29.8$ meV. Cavities made by removing all atoms within $\sigma$ of a lattice site, a face centre or a cube centre bind $2.7$, $3.1$ and $3.7$ times as strongly as that face, instead of $5.06$ times. Screening within the solid makes the interaction non-additive. If the solid is treated as a dielectric with a frequency-independent relative permittivity of 4, the central dispersion factors $2$, $4.71$ and $8$ become $2.03$, $4.25$ and $6.67$; for a perfect conductor they are $2.10$, $4.01$ and $6$. Retardation changes the distance law at large pair separations. A wall of finite thickness also supplies less attraction than the filled exterior assumed here, and it lowers the greatest well-depth factors: relative to a flat wall of the same thickness they fall to $3.39$ for the cylinder and $4.34$ for the sphere in the limit of a thin sheet. The numerical check compares the integrals with direct volume integration and finds the best wells by a free search over pore size and atom position.

\section*{Table of computed values}
\begin{verbatim}
eps = 5.0 meV, sigma = 0.30 nm, n = 100 nm^-3
C6 = 4 eps sigma^6 = 0.01458 meV nm^6
energy unit eps n sigma^3 = 13.50 meV
flat wall: equilibrium gap = 0.2575 nm
flat wall: well depth = 29.80 meV = 2.876 kJ/mol
dispersion factor at equal gap (slit, cylinder, sphere):
  d/R = 0.10: 1.0001, 1.0815, 1.1664
  d/R = 0.25: 1.0029, 1.2365, 1.4927
  d/R = 0.50: 1.0370, 1.6539, 2.3704
  d/R = 1.00: 2.0000, 4.7124, 8.0000
slope in d/R at small gap: cylinder 0.750, sphere 1.500
central repulsion factor: slit 2.0000, cylinder 7.7313, sphere 20.0000
flat wall at its minimum: attraction -44.71 meV, repulsion 14.90 meV
atom at centre, R = flat-wall equilibrium gap:
  slit: attraction -89.41 meV, repulsion 29.80 meV, net ratio 2.000
  cylinder: attraction -210.67 meV, repulsion 115.21 meV, net ratio 3.203
  sphere: attraction -357.65 meV, repulsion 298.04 meV, net ratio 2.000
best pore (atom at centre):
  slit: R = 0.2575 nm, ratio 2.0000, depth 59.61 meV = 5.751 kJ/mol
  slit: central energy zero at R = 0.2144 nm
  cylinder: R = 0.2797 nm, ratio 3.6791, depth 109.65 meV = 10.580 kJ/mol
  cylinder: central energy zero at R = 0.2329 nm
  sphere: R = 0.3000 nm, ratio 5.0596, depth 150.80 meV = 14.550 kJ/mol
  sphere: central energy zero at R = 0.2498 nm
best cubic pore: half-edge 0.2665 nm, ratio 4.3260
equilibrium in wider pores:
  slit, R = 0.4 nm: gap 0.2599 nm, ratio 1.1608
  slit, R = 0.6 nm: gap 0.2578 nm, ratio 1.0306
  slit, R = 1.2 nm: gap 0.2575 nm, ratio 1.0026
  cylinder, R = 0.4 nm: gap 0.2672 nm, ratio 2.2304
  cylinder, R = 0.6 nm: gap 0.2598 nm, ratio 1.5779
  cylinder, R = 1.2 nm: gap 0.2579 nm, ratio 1.2208
  sphere, R = 0.4 nm: gap 0.2775 nm, ratio 3.4003
  sphere, R = 0.6 nm: gap 0.2627 nm, ratio 2.1810
  sphere, R = 1.2 nm: gap 0.2585 nm, ratio 1.4550
\end{verbatim}
